# Image-Induced Reduction of the Transport Gap One Nanometre from a Metal: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test: a perfect metal in vacuum reduces the transport gap of a
# localized system at distance z from its image plane by
#     reduction = e^2/(8 pi eps0 z) = 2 P,   P = e^2/(16 pi eps0 z).
# P is the relaxation energy of one added electron or hole; the transport gap
# is ionization energy minus electron affinity. Lengths in nm, energies in eV.
# COULOMB = e^2/(4 pi eps0) in eV nm; charges are in units of e.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import ellipkm1

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9
KINETIC = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # hbar^2/2m, eV nm^2


def level_shift(z):
    return COULOMB / (4 * z)


# --- Induced charge on a large grounded disc, found without image charges ---
edges = np.concatenate(([0.0], np.geomspace(0.02, 400.0, 300)))
inner, outer = edges[:-1], edges[1:]
middle, width = (inner + outer) / 2, outer - inner
area = np.pi * (outer**2 - inner**2)
nodes, weights = np.polynomial.legendre.leggauss(8)
nodes, weights = (nodes + 1) / 2, weights / 2


def ring_kernel(r, s):
    """Potential at radius r in the plane from a ring of radius s."""
    return 4 * s / (r + s) * ellipkm1(((r - s) / (r + s))**2)


samples = inner[:, None] + width[:, None] * nodes
matrix = (ring_kernel(middle[:, None, None], samples[None]) @ weights) * width
# The logarithmic singularity of each ring on itself needs a finer rule.
half = width[:, None] / 2
centre = middle[:, None]
own = (ring_kernel(centre, centre + half * nodes**2)
       + ring_kernel(centre, centre - half * nodes**2))
np.fill_diagonal(matrix, (own * half * 2 * nodes) @ weights)


def disc_solution(z):
    """Density, interaction energy, self-energy, and force for unit charge."""
    density = np.linalg.solve(matrix, -1 / np.hypot(middle, z))
    on_axis = 2 * np.pi * (np.hypot(outer, z) - np.hypot(inner, z))
    field = 2 * np.pi * z * (1 / np.hypot(inner, z) - 1 / np.hypot(outer, z))
    interaction = COULOMB * density @ on_axis
    self_energy = COULOMB * 0.5 * np.sum(area * density * (matrix @ density))
    return density, interaction, self_energy, COULOMB * density @ field


z0 = 1.0
P = level_shift(z0)
reduction = 2 * P
density, interaction, self_energy, force = disc_solution(z0)
numeric_energy = interaction + self_energy
induced_charge = density @ area
image_density = -z0 / (2 * np.pi * (middle**2 + z0**2)**1.5)
near = middle < 5
assert np.max(np.abs(density - image_density)[near]) < 0.005 * abs(image_density[0])
assert abs(induced_charge + 1) < 0.005  # finite disc loses a little flux
assert abs(interaction / (-2 * P) - 1) < 0.005
assert abs(self_energy / P - 1) < 0.005
for z in (0.5, 1.0, 2.0):
    _, part_a, part_b, _ = disc_solution(z)
    assert abs((part_a + part_b) / (-level_shift(z)) - 1) < 0.005
step = 0.02
energies = [sum(disc_solution(z0 + d)[1:3]) for d in (-step, step)]
slope_force = -(energies[1] - energies[0]) / (2 * step)
assert abs(slope_force / force - 1) < 0.005
assert abs(force / (-COULOMB / (4 * z0**2)) - 1) < 0.005
assert abs(reduction - 0.72) < 0.005


# --- Charge distributions: mirror interaction summed over all pairs ---
def image_energy(charges, points):
    mirrored = points * np.array([1, 1, -1])
    distance = np.linalg.norm(points[:, None] - mirrored[None], axis=2)
    return -0.5 * COULOMB * charges @ (1 / distance) @ charges


# A permanent dipole shifts both levels together but not the gap.
dipole_length, site_charge = 0.1, 0.2
dipole_points = np.array([[0, 0, z0 + dipole_length / 2],
                          [0, 0, z0 - dipole_length / 2], [0, 0, z0]])
state = {q: image_energy(np.array([site_charge, -site_charge, q]), dipole_points)
         for q in (-1.0, 0.0, 1.0)}
ionization_change = state[1.0] - state[0.0]
affinity_change = state[0.0] - state[-1.0]
assert abs(ionization_change - affinity_change + reduction) < 1e-10
assert abs(ionization_change + P) > 0.001

# A spherical shell of charge has the same image energy as a point.
cosines, cos_weights = np.polynomial.legendre.leggauss(12)
angles = 2 * np.pi * np.arange(24) / 24
cc, aa = np.meshgrid(cosines, angles, indexing="ij")
ss = np.sqrt(1 - cc**2)
shell = 0.3 * np.column_stack([(ss * np.cos(aa)).ravel(),
                               (ss * np.sin(aa)).ravel(), cc.ravel()])
shell[:, 2] += z0
shell_charge = np.repeat(cos_weights / 2, 24) / 24
shell_energy = image_energy(shell_charge, shell)
assert abs(shell_energy + P) < 1e-6

# Six equal sites on a ring: flat and upright orientations.
ring_radius = 0.14
phi = np.arange(6) * np.pi / 3
x, y = ring_radius * np.cos(phi), ring_radius * np.sin(phi)
sixth = np.full(6, 1 / 6)
flat_gap = -2 * image_energy(sixth, np.column_stack([x, y, 0 * x + z0]))
upright_gap = -2 * image_energy(sixth, np.column_stack([x, 0 * x, z0 + y]))

# --- Quantum response: localized charge linearly coupled to a plasmon ---
plasmon = 7.0
for quantum in (2.0, plasmon, 15.0):
    coupling = np.sqrt(P * quantum)
    ladder = np.diag(np.sqrt(np.arange(1, 40)), 1)
    hamiltonian = quantum * np.diag(np.arange(40.0)) + coupling * (ladder + ladder.T)
    values, vectors = np.linalg.eigh(hamiltonian)
    line_weights = vectors[0]**2
    assert abs(values[0] + P) < 1e-8
    assert abs(line_weights[0] - np.exp(-P / quantum)) < 1e-8
    assert abs(line_weights @ values) < 1e-8
    if quantum == plasmon:
        main_weight = line_weights[0]

# --- Thomas-Fermi metal with finite screening length ---
screening = 0.05


def reflection(k):
    kappa = np.sqrt(k**2 + screening**-2)
    return (kappa - k) / (kappa + k)


mesh = 0.005
surface, source, count = 120, 320, 2720
position = np.arange(count) - surface
inside = np.where(position < 0, 1.0, np.where(position == 0, 0.5, 0.0))
for k in (0.5, 1.0, 2.0):
    bands = np.full((3, count), -1 / mesh**2)
    bands[1] = 2 / mesh**2 + k**2 + inside / screening**2
    right = np.zeros(count)
    right[source] = 1 / mesh
    green = solve_banded((1, 1), bands, right)[source]
    numeric_reflection = (1 - 2 * k * green) * np.exp(2 * k * z0)
    assert abs(numeric_reflection - reflection(k)) < 0.005
screened_gap = COULOMB * quad(lambda k: reflection(k) * np.exp(-2 * k * z0),
                              0, np.inf)[0]

# --- Molecular polarization by the image field ---
polarizability = 0.01
image_field = COULOMB / (2 * z0)**2  # V/nm
polarization = 0.5 * polarizability / COULOMB * image_field**2


def polarized_energy(p):
    length = 0.02
    points = np.array([[0, 0, z0], [0, 0, z0 + length / 2], [0, 0, z0 - length / 2]])
    return (COULOMB * p**2 / (2 * polarizability)
            + image_energy(np.array([1.0, p / length, -p / length]), points))


trial = 0.01
e_minus, e_zero, e_plus = [polarized_energy(p) for p in (-trial, 0, trial)]
linear = (e_plus - e_minus) / (2 * trial)
quadratic = (e_plus + e_minus - 2 * e_zero) / (2 * trial**2)
assert abs(linear**2 / (4 * quadratic) / polarization - 1) < 0.01

# --- Example levels, injection barriers, and tunnelling width ---
ionization, affinity, work_function = 8.0, 1.0, 5.0
new_ionization, new_affinity = ionization - P, affinity + P
turning = COULOMB / (4 * new_affinity)
action = 2 * quad(lambda s: np.sqrt(max(new_affinity - level_shift(s), 0) / KINETIC),
                  turning, z0)[0]
attempt = 1.0
tunnel_width = attempt * np.exp(-action)
plane_offset = 0.15
offset_gap = 2 * level_shift(z0 - plane_offset)
temperature = 300.0
thermal = const.k * temperature / const.e

print(f"e^2/(4 pi eps0) = {COULOMB:.5f} eV nm")
print(f"distance from image plane = {z0:.2f} nm")
print(f"shift of each level P = {P:.4f} eV")
print(f"transport-gap reduction = {reduction:.4f} eV")
print(f"gap reduction = {reduction * const.e:.4e} J")
print(f"disc: induced charge = {induced_charge:.4f} e")
print(f"disc: interaction energy = {interaction:.4f} eV")
print(f"disc: self-energy of induced charge = {self_energy:.4f} eV")
print(f"disc: total energy = {numeric_energy:.4f} eV")
print(f"disc: force on charge = {force:.4f} eV/nm")
print(f"disc: minus energy slope = {slope_force:.4f} eV/nm")
print(f"ionization energy before = {ionization:.2f} eV")
print(f"ionization energy after = {new_ionization:.2f} eV")
print(f"electron affinity before = {affinity:.2f} eV")
print(f"electron affinity after = {new_affinity:.2f} eV")
print(f"transport gap before = {ionization - affinity:.2f} eV")
print(f"transport gap after = {new_ionization - new_affinity:.2f} eV")
print(f"work function = {work_function:.2f} eV")
print(f"hole barrier before = {ionization - work_function:.2f} eV")
print(f"hole barrier after = {new_ionization - work_function:.2f} eV")
print(f"electron barrier before = {work_function - affinity:.2f} eV")
print(f"electron barrier after = {work_function - new_affinity:.2f} eV")
print(f"test dipole = {site_charge * dipole_length:.3f} e nm, positive end outward")
print(f"with dipole: ionization change = {ionization_change:.4f} eV")
print(f"with dipole: affinity change = {affinity_change:.4f} eV")
print(f"spherical shell, radius 0.3 nm: energy = {shell_energy:.4f} eV")
print(f"image-plane offset = {plane_offset:.2f} nm")
print(f"gap reduction with offset = {offset_gap:.3f} eV")
print(f"screening length = {screening:.2f} nm")
print(f"gap reduction with screening length = {screened_gap:.3f} eV")
print(f"ring radius = {ring_radius:.2f} nm")
print(f"gap reduction, flat ring = {flat_gap:.4f} eV")
print(f"gap reduction, upright ring = {upright_gap:.4f} eV")
print(f"polarizability volume = {polarizability:.3f} nm^3")
print(f"image field at charge = {image_field * 10:.2f} MV/cm")
print(f"extra gap reduction, polarization = {2 * polarization * 1000:.2f} meV")
print(f"plasmon energy = {plasmon:.1f} eV")
print(f"weight of main line = {main_weight:.3f}")
print(f"weight of plasmon satellites = {1 - main_weight:.3f}")
print(f"inner turning point of barrier = {turning:.3f} nm")
print(f"WKB exponent = {action:.2f}")
print(f"attempt energy = {attempt:.1f} eV")
print(f"tunnelling width estimate = {tunnel_width * 1000:.2f} meV")
print(f"thermal energy at {temperature:.0f} K = {thermal * 1000:.1f} meV")
print("PASS")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 63, in <module>
    assert np.max(np.abs(density - image_density)[near]) < 0.005 * abs(image_density[0])
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program's radial mesh for the grounded disc, not in the physics. The central panel was 0.02 nm wide and its neighbours about 0.0007 nm, so small integration errors from the wide panel were strongly amplified in the charge density of the narrow ones. The panel widths now grow smoothly from the centre outward, with the same number of panels and the same disc radius. All tested quantities and tolerances are unchanged.

The change:

```diff
@@ -20,5 +20,7 @@
 
 # --- Induced charge on a large grounded disc, found without image charges ---
-edges = np.concatenate(([0.0], np.geomspace(0.02, 400.0, 300)))
+# Panel widths vary smoothly: nearly uniform at the centre, geometric far out.
+disc_radius, core_scale = 400.0, 0.5
+edges = core_scale * np.sinh(np.linspace(0, np.arcsinh(disc_radius / core_scale), 301))
 inner, outer = edges[:-1], edges[1:]
 middle, width = (inner + outer) / 2, outer - inner
```

After the repair:

```
e^2/(4 pi eps0) = 1.43996 eV nm
distance from image plane = 1.00 nm
shift of each level P = 0.3600 eV
transport-gap reduction = 0.7200 eV
gap reduction = 1.1535e-19 J
disc: induced charge = -0.9984 e
disc: interaction energy = -0.7200 eV
disc: self-energy of induced charge = 0.3600 eV
disc: total energy = -0.3600 eV
disc: force on charge = -0.3600 eV/nm
disc: minus energy slope = -0.3601 eV/nm
ionization energy before = 8.00 eV
ionization energy after = 7.64 eV
electron affinity before = 1.00 eV
electron affinity after = 1.36 eV
transport gap before = 7.00 eV
transport gap after = 6.28 eV
work function = 5.00 eV
hole barrier before = 3.00 eV
hole barrier after = 2.64 eV
electron barrier before = 4.00 eV
electron barrier after = 3.64 eV
test dipole = 0.020 e nm, positive end outward
with dipole: ionization change = -0.3528 eV
with dipole: affinity change = 0.3672 eV
spherical shell, radius 0.3 nm: energy = -0.3600 eV
image-plane offset = 0.15 nm
gap reduction with offset = 0.847 eV
screening length = 0.05 nm
gap reduction with screening length = 0.686 eV
ring radius = 0.14 nm
gap reduction, flat ring = 0.7165 eV
gap reduction, upright ring = 0.7218 eV
polarizability volume = 0.010 nm^3
image field at charge = 3.60 MV/cm
extra gap reduction, polarization = 0.90 meV
plasmon energy = 7.0 eV
weight of main line = 0.950
weight of plasmon satellites = 0.050
inner turning point of barrier = 0.265 nm
WKB exponent = 6.19
attempt energy = 1.0 eV
tunnelling width estimate = 2.06 meV
thermal energy at 300 K = 25.9 meV
PASS
```
